# Decay Time of a Thermal Grating in a Thin Film

## Problem

Two crossed laser pulses heat a free-standing aluminium film, 200 nm thick, in vacuum near 300 K. Their interference pattern leaves hot and cool stripes with period $\Lambda=10$ µm, measured from one hot stripe to the next. The in-plane thermal diffusivity of the film is $D=88$ mm²/s. When the short pulses have been absorbed, the temperature rise above the surroundings is

$$
\theta(x,0)=m+A_0\cos(qx),\qquad q=\frac{2\pi}{\Lambda},
$$

where $x$ runs across the stripes, $m$ is the mean rise and $A_0$ is the grating amplitude.

(a) Estimate by scaling how long the stripes last. (b) Find the time $\tau$ in which the amplitude falls to $1/e$ of its initial value. (c) Explain the difference between the two answers, and decide whether effects left out of the model could spoil the second.

Take $D$ as constant, and neglect heat loss through the two faces.

## First estimate by scaling

Within this model the stripes decay because heat flows from the hot ones to the cool ones. The decay time can depend on the diffusivity and on the period. It cannot depend on $A_0$, because the heat equation with constant $D$ is linear: doubling the temperature rise doubles every heat flow as well. It cannot depend on $m$, because a uniform temperature drives no flow.

Diffusivity has the dimension of length squared over time, so the one combination of $D$ and $\Lambda$ that is a time is $\Lambda^2/D$. Hence

$$
\tau=c\,\frac{\Lambda^2}{D},
$$

with a pure number $c$ that dimensions cannot supply. In convenient units, 1 mm²/s is 0.001 µm²/ns, so $D=0.088$ µm²/ns. Setting $c=1$ gives

$$
\frac{\Lambda^2}{D}=\frac{(10\ \text{µm})^2}{0.088\ \text{µm}^2/\text{ns}}\approx 1136\ \text{ns}.
$$

The estimate suggests a decay time of about a microsecond. The dependence on $\Lambda$ and $D$ is reliable; the number is as good as the guess $c=1$.

## Exact solution of the model

**From the film to one dimension.** Let $C$ be the heat capacity per volume and $k$ the thermal conductivity. Energy conservation in a thin slice of film reads

$$
C\,\frac{\partial\theta}{\partial t}=-\frac{\partial J}{\partial x},
$$

because a slice warms when more heat enters on one side than leaves on the other. Fourier's law gives the heat flux as $J=-k\,\partial\theta/\partial x$. With constant $k$ and $D=k/C$,

$$
\frac{\partial\theta}{\partial t}=D\,\frac{\partial^2\theta}{\partial x^2}.
$$

This treats the temperature as uniform through the thickness $d$, although the light is absorbed near one face. To see that this does no harm, add the term $D\,\partial^2\theta/\partial z^2$ for flow through the depth, and average over $z$. The average of the new term is $(D/d)$ times the difference of $\partial\theta/\partial z$ at the two faces. Both slopes vanish when no heat crosses the faces, so the depth average obeys the one-dimensional equation from the start.

The uneven part of the depth profile is a sum of terms $\cos(n\pi z/d)$ with $n=1,2,\dots$, which satisfy the condition of zero slope at the faces. Each decays faster than the depth average by the additional rate $Dn^2\pi^2/d^2$. The slowest, $n=1$, fades relative to the average in

$$
\frac{d^2}{\pi^2D}\approx 46\ \text{ps}.
$$

In real aluminium the finite heat exchange between electrons and lattice, discussed below, matters over so short a distance and lengthens this time to roughly 50–70 ps. After a fraction of a nanosecond, front and back still carry practically the same grating.

**Decay of the cosine.** Try a solution that keeps its shape while its amplitude changes:

$$
\theta(x,t)=m+A(t)\cos(qx).
$$

The left side of the heat equation becomes $(dA/dt)\cos(qx)$. On the right, the first derivative of the cosine is $-q\sin(qx)$ and the second is $-q^2\cos(qx)$. The constant $m$ drops out of both sides, leaving

$$
\frac{dA}{dt}\cos(qx)=-Dq^2A\cos(qx).
$$

This holds at every $x$ if

$$
\frac{dA}{dt}=-Dq^2A .
$$

Dividing by $A$ and integrating from 0 to $t$ gives $\ln(A/A_0)=-Dq^2t$, or

$$
A(t)=A_0e^{-t/\tau},\qquad \tau=\frac{1}{Dq^2}=\frac{\Lambda^2}{4\pi^2D}.
$$

The trial form satisfies the equation and the initial condition. It is also the only periodic solution that does. The difference $u$ of two such solutions starts at zero and obeys the same equation. Multiplying that equation by $2u$ and integrating by parts over one period gives

$$
\frac{d}{dt}\int_0^\Lambda u^2\,dx=-2D\int_0^\Lambda\left(\frac{\partial u}{\partial x}\right)^2dx\le 0 .
$$

The integral of $u^2$ starts at zero, cannot grow and cannot be negative, so $u$ stays zero.

**Numbers.** The wave number is $q=2\pi/(10\ \text{µm})=0.6283$ rad/µm, so $q^2=0.3948$ µm⁻². The decay rate is

$$
Dq^2=0.088\times0.3948\ \text{ns}^{-1}=0.03474\ \text{ns}^{-1},
$$

and its inverse is

$$
\tau=28.8\ \text{ns}.
$$

The time constant is thus near 29 ns. A direct simulation divided one period into 200 cells and balanced the heat passing between neighbours, without using the formula for $\tau$. Its $1/e$ time was 28.79 ns, against 28.78 ns from the formula.

The amplitude left is 0.707 of $A_0$ after 10 ns, 0.353 after 30 ns and 0.124 after 60 ns. The half-life is $\tau\ln2\approx20$ ns. If a detector records a signal proportional to $A^2$, that signal falls as $e^{-2t/\tau}$, with a time constant of 14.4 ns. One must know which quantity is recorded before turning a measured time into a diffusivity.

## Comparison of the two answers

The scaling estimate is too long by the factor $4\pi^2\approx39.5$. A heat budget for one hot stripe shows where this factor comes from. The stripe extends from $x=-\Lambda/4$ to $x=\Lambda/4$, where the cosine is positive. Per unit area of its edge, its excess heat is

$$
CA\int_{-\Lambda/4}^{\Lambda/4}\cos(qx)\,dx=\frac{2CA}{q}=\frac{CA\Lambda}{\pi}.
$$

At each edge the temperature slope has magnitude $qA$. Heat leaves through both edges, at the total rate

$$
2kqA=\frac{4\pi kA}{\Lambda}.
$$

Stored heat divided by outflow is $C\Lambda^2/(4\pi^2k)=\Lambda^2/(4\pi^2D)$, which is $\tau$. The crude estimate amounts to a stored heat $CA\Lambda$ and an outflow $kA/\Lambda$. It overstates the first by $\pi$ and understates the second by $4\pi$, and the two errors multiply.

The power law survives the comparison. With $D$ held fixed, doubling the period to 20 µm gives a simulated decay time of 115.1 ns, four times the earlier value. Hot stripes then hold twice the heat at the same amplitude, and lose it down half the slope.

The same result covers a pattern that is not a pure cosine. Because the equation is linear, each harmonic $\cos(nqx)$ decays independently. Its wave number is $nq$, so its time constant is $\tau/n^2$. The third harmonic of a pattern with sharp edges decays nine times faster than the fundamental, and the stripes become smoother as they fade.

## How far the model can be trusted

The material data used here are rough typical values for aluminium: $C=2.4$ J/(cm³ K), Young's modulus $E=70$ GPa and linear expansion $\alpha=23$ ppm/K.

**Thermal expansion.** The value of $C$ refers to constant pressure, but the film is not free to expand in every direction. Averaged over the sound oscillation that the heating starts, whose period is about 1.85 ns with the isothermal modulus and 1.84 ns with the adiabatic one, force balance removes the grating part of the stress along $x$. The free faces remove the stress along $z$. Along the stripes, however, the grating part of the strain must vanish:

$$
\frac{\sigma_{yy}}{E}+\alpha\theta=0,\qquad \sigma_{yy}=-E\alpha\theta .
$$

In linear thermoelasticity, the heat taken up per volume at temperature $T$ is $C\theta+T\alpha\sigma_{yy}=(C-TE\alpha^2)\theta$. The effective heat capacity is lower by the fraction $TE\alpha^2/C\approx0.46\%$, and the decay constant is shorter by the same fraction at fixed $k$. Just after pulses much shorter than the sound period, the film has not yet moved along $x$ either, so $\sigma_{xx}=\sigma_{yy}=-E\alpha\theta/(1-\nu)$. With Poisson's ratio $\nu=0.34$, the heat capacity is then lower by $2TE\alpha^2/[(1-\nu)C]\approx1.40\%$. The averaged amplitude therefore starts about 0.94% below $A_0$, and the time to reach $A_0/e$ is about 1.4% shorter than $\tau$, near 28.4 ns. In a wide spot the sound is weakly damped and adds an oscillation of about $\pm0.9\%$ of $A_0$, some 2.6% of the amplitude left at $t=\tau$; from a spot of 100 µm radius it has largely run out by then.

**Changing diffusivity.** Let the diffusivity in the flux be $D(1+b\theta)$, with the rough value $b=-0.04\%$ per kelvin. The flux divided by $C$ is then $-D\,\partial(\theta+b\theta^2/2)/\partial x$. In $\theta^2$, the term proportional to $\cos(qx)$ is $2mA\cos(qx)$; the square of the cosine yields a constant and a second harmonic. The initial decay rate is therefore $Dq^2(1+bm)$. For $m=A_0=5$ K this is 0.20% slower, and a nonlinear simulation also lengthened $\tau$ by 0.20%.

**Finite spot.** Suppose the initial heating carries the envelope $e^{-2r^2/w^2}$ with $w=100$ µm. The temperature at the centre is the initial pattern averaged with the heat kernel, whose exponent is $-r^2/(4Dt)$. Together with the envelope, the exponent becomes $-s\,r^2/(4Dt)$, where $s=1+8Dt/w^2$. The Gaussian integrals over $x$ and $y$ each give a factor $1/\sqrt{s}$, and the cosine gives $e^{-Dq^2t/s}$, so

$$
A(t)=\frac{A_0}{s}\,e^{-Dq^2t/s}.
$$

At $t=2\tau$ this lies 0.40% above the simple exponential. At $t=\tau$ the changes in the prefactor and the exponent cancel to first order in $s-1$, so the $1/e$ time hardly moves.

**Mean free path and radiation.** Fourier's law requires the electron mean free path $l$, roughly 20 nm here, to be short compared with $1/q$. If electrons moving at direction cosine $\mu$ relax over the distance $l$, their response to a periodic temperature slope contains the factor $1/(1+iql\mu)$. After averaging over directions, the conduction is reduced to the fraction

$$
3\int_0^1\frac{\mu^2\,d\mu}{1+(ql\mu)^2}\approx1-\frac35(ql)^2 .
$$

With $ql=0.0126$ the loss is about 0.01%. This assumes that electrons and lattice share one local temperature. Their heat exchange is in fact finite; for a coupling of a few 10¹⁷ W/(m³ K), typical of aluminium, it slows the decay by a few hundredths of a percent more. For shorter periods the finite coupling matters first: with $2.4\times10^{17}$ W/(m³ K) the decay rate is already about 18% below $Dq^2$ at $ql=0.3$, and the diffusive result fails well before $ql$ reaches 1. Two black faces would radiate $8\sigma T^3\theta$ per area, with $\sigma$ the Stefan–Boltzmann constant. Divided by $Cd\,\theta$, this is less than one millionth of the grating's decay rate. Loss to surrounding air is not covered by these estimates.

**The real film.** For a mean rise of 5 K, each of these effects changes the decay constant by less than 1%. The time counted from the amplitude just after the pulses is about 1.4% shorter because of expansion, so the answer remains between 28 and 29 ns. Stronger heating needs more care: the shift from the changing diffusivity grows in proportion to the mean rise and reaches 1% near 25 K. The larger uncertainty lies in $D$. Bulk aluminium has a diffusivity of roughly 100 mm²/s. In a film, electrons also scatter at the faces and at grain boundaries, so a value of 88 mm²/s is plausible for a good film, and a fine-grained one may lie well below it. The value inserted must be the film's own: if $D$ is 10% lower, $\tau$ is 11% longer. The period enters squared, so an error of 1% in $\Lambda$ changes $\tau$ by 2%. Apart from the electron–lattice coupling and the start of the sound oscillation, the values behind these estimates are listed in the numerical output.

## Computed results

```
diffusivity D: 88 mm2/s = 0.088 um2/ns
grating period: 10 um
wave number q: 0.6283 rad/um
q squared: 0.3948 1/um2
decay rate D q^2: 0.03474 1/ns
decay time tau, formula: 28.78 ns
decay time, heat-balance simulation: 28.79 ns
crude guess period^2/D: 1136 ns
factor 4 pi^2: 39.48
half-life of amplitude: 19.95 ns
decay time of squared amplitude: 14.39 ns
amplitude left after 10 ns: 0.707
amplitude left after 30 ns: 0.353
amplitude left after 60 ns: 0.124
simulated decay time, period 20 um: 115.1 ns
film thickness: 200 nm
depth evening-out time, formula: 46.1 ps
depth evening-out time, simulation: 46.2 ps
film temperature: 300 K
heat capacity per volume: 2.4 J/(cm3 K)
Young modulus: 70 GPa
Poisson ratio: 0.34
linear expansion: 23 ppm/K
density: 2.7 g/cm3
plate sound speed: 5.41 km/s
sound transit over one period: 1.85 ns
heat-capacity reduction by expansion: 0.46 %
diffusivity slope b: -0.040 %/K
mean rise and initial grating amplitude: 5 K each
change of tau by slope, simulation: 0.20 %
spot radius w: 100 um
amplitude change by spot at 2 tau: 0.40 %
electron mean free path l: 20 nm
q l: 0.0126
l / film thickness: 0.10
conduction loss by mean free path: 0.0095 %
radiation rate / grating rate: 7.3e-05 %
```
